# When and why methyl groups lower the ionic permittivity of silica: verification in Python

```python
"""
Result under test: the ionic permittivity of a harmonic solid is
    eps_ion = trace(Z K^-1 Z^T) / (3 eps0 V)
            = sum over modes of |Z_m|^2 / (3 eps0 V omega_m^2),
so replacing Si-O-Si bridges by pairs of Si-CH3 groups lowers it at fixed
volume only if the lost bridge response exceeds the added methyl response.
Z: dynamic charges (dipole derivatives); K: force constants; V: volume;
Z_m: mass-weighted mode charge; omega_m: mode angular frequency.
alpha: ionic polarizability averaged over directions, in e^2 m/N.
Network: 8 Si on a diamond lattice with 16 bent O bridges, periodic.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
AMU = const.atomic_mass
ANGSTROM = 1e-10 / BOHR

# ---------- dynamic charges of real molecules, RHF/6-31G* ----------


def run_scf(symbols, coords, guess=None, field_z=0.0):
    """Energy, dipole (atomic units) and density matrix."""
    mol = gto.M(atom=[(s, tuple(c)) for s, c in zip(symbols, coords)],
                unit="Bohr", basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    if field_z != 0.0:
        hcore = mf.get_hcore() + field_z * mol.intor("int1e_r")[2]
        mf.get_hcore = lambda *args: hcore
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    energy -= field_z * np.dot(mol.atom_charges(), mol.atom_coords()[:, 2])
    dm = mf.make_rdm1()
    return energy, mf.dip_moment(unit="AU", verbose=0), dm


def hydrogens(center, axis, length, reference, phase):
    """Three H atoms in tetrahedral directions about an outward axis."""
    axis = axis / np.linalg.norm(axis)
    e1 = reference - axis * np.dot(reference, axis)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(axis, e1)
    angles = phase + 2 * np.pi * np.arange(3) / 3
    return [center + length * (axis / 3 + np.sqrt(8) / 3
            * (e1 * np.cos(f) + e2 * np.sin(f))) for f in angles]


def displaced(coords, group, direction, step):
    moved = coords.copy()
    moved[group] += step * direction
    return moved


def group_response(symbols, coords, base, group, directions):
    """Dipole derivatives (e) and clamped stiffnesses (N/m)."""
    step = 0.02 * ANGSTROM
    charges, stiffness = [], []
    for direction in directions:
        ep, dp, _ = run_scf(symbols, displaced(coords, group, direction, step),
                            base[2])
        em, dm, _ = run_scf(symbols, displaced(coords, group, direction, -step),
                            base[2])
        charges.append((dp - dm) / (2 * step))
        stiffness.append((ep + em - 2 * base[0]) / step**2
                         * HARTREE / BOHR**2)
    return np.array(charges), np.array(stiffness)


bridge_angle = np.radians(145.0)
sin_half, cos_half = np.sin(bridge_angle / 2), np.cos(bridge_angle / 2)
axes = np.eye(3)
length_sio, length_sih, length_sic, length_ch = 1.63, 1.48, 1.87, 1.09

oxygen = np.zeros(3)
silicons = [length_sio * np.array([s * sin_half, -cos_half, 0.0])
            for s in (1, -1)]
atoms_o = [oxygen] + silicons
for si in silicons:
    atoms_o += hydrogens(si, si - oxygen, length_sih, axes[1], 0.0)
symbols_o = ["O", "Si", "Si"] + ["H"] * 6
coords_o = np.array(atoms_o) * ANGSTROM
base_o = run_scf(symbols_o, coords_o)
charge_o, stiff_o = group_response(symbols_o, coords_o, base_o, [0], axes)

carbon = np.array([0.0, 0.0, length_sic])
atoms_m = [np.zeros(3), carbon]
atoms_m += hydrogens(carbon, axes[2], length_ch, axes[0], 0.0)
atoms_m += hydrogens(np.zeros(3), -axes[2], length_sih, axes[0], np.pi)
symbols_m = ["Si", "C"] + ["H"] * 6
coords_m = np.array(atoms_m) * ANGSTROM
base_m = run_scf(symbols_m, coords_m)
methyl = [1, 2, 3, 4]
charge_m, stiff_m = group_response(symbols_m, coords_m, base_m, methyl, axes)

# Dynamic charge must equal minus the mixed energy derivative.
shift, field = 0.02 * ANGSTROM, 0.002
mixed = 0.0
for s_r, s_f in itertools.product((1, -1), repeat=2):
    moved = displaced(coords_m, methyl, axes[2], s_r * shift)
    mixed += s_r * s_f * run_scf(symbols_m, moved, base_m[2], s_f * field)[0]
charge_from_energy = -mixed / (4 * shift * field)
assert abs(charge_from_energy - charge_m[2, 2]) < 2e-3

# Premise: one bridging oxygen is more polar than two methyl groups.
square_o, square_m = np.sum(charge_o**2), np.sum(charge_m**2)
assert square_o > 2 * square_m
assert np.all(stiff_o > 0) and np.all(stiff_m > 0)
alpha_mol_o = np.sum(np.sum(charge_o**2, axis=1) / stiff_o) / 3
alpha_mol_m = np.sum(np.sum(charge_m**2, axis=1) / stiff_m) / 3

# One methyl hydrogen, moved along and across its own bond.
bond_h = coords_m[2] - coords_m[1]
bond_h /= np.linalg.norm(bond_h)
side_h = np.cross(bond_h, axes[2])
side_h /= np.linalg.norm(side_h)
frame_h = [bond_h, side_h, np.cross(bond_h, side_h)]
charge_h, stiff_h = group_response(symbols_m, coords_m, base_m, [2], frame_h)
assert np.all(stiff_h > 0)
alpha_three_h = np.sum(np.sum(charge_h**2, axis=1) / stiff_h)

# ---------- network model: round parameters ----------
# Per bond: stiffness along, across (N/m); charge along, across (e).
BOND_O = (400.0, 50.0, -1.10, -0.65)
BOND_M = (300.0, 30.0, -0.60, -0.30)
MASS_SI, MASS_O, MASS_M = 28.086, 15.999, 15.035
density_silica, density_film = 22e27, 12e27      # Si atoms per m^3
eps_el_silica, eps_el_film = 2.1, 1.9            # electronic permittivity

site_a = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
site_b = site_a + 1
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
rng = np.random.default_rng(7)
bridges = {}
for a_index, direction in itertools.product(range(4), tetra):
    target = (site_a[a_index] + direction) % 4
    b_index = int(np.where(np.all(site_b % 4 == target, axis=1))[0][0])
    along = direction / np.sqrt(3)
    across = np.cross(along, rng.normal(size=3))
    bridges[(a_index, b_index)] = (along, across / np.linalg.norm(across))
assert len(bridges) == 16


def tensors(unit, bond):
    k_along, k_across, q_along, q_across = bond
    proj = np.outer(unit, unit)
    rest = np.eye(3) - proj
    return k_along * proj + k_across * rest, q_along * proj + q_across * rest


def build(cut=(), kind="methyl", angle=bridge_angle, methyl_scale=1.0):
    """K, Z, masses and the two bounds; cut bridges are treated by kind."""
    masses, bonds = [MASS_SI] * 8, []
    lower = upper = 0.0
    bond_m = BOND_M[:2] + tuple(methyl_scale * q for q in BOND_M[2:])
    for pair, (along, across) in bridges.items():
        ends = (pair[0], 4 + pair[1])
        units = [s * along * np.sin(angle / 2) + across * np.cos(angle / 2)
                 for s in (1, -1)]
        if pair in cut and kind == "stripped":
            continue
        if pair in cut and kind == "methyl":
            for end, unit in zip(ends, units):
                k, q = tensors(unit, bond_m)
                bonds.append((end, len(masses), k, q))
                masses.append(MASS_M)
                term = np.trace(q @ np.linalg.inv(k) @ q) / 3
                lower, upper = lower + term, upper + term
            continue
        k_sum, q_sum = np.zeros((3, 3)), np.zeros((3, 3))
        for number, (end, unit) in enumerate(zip(ends, units)):
            k, q = tensors(unit, BOND_O)
            upper += np.trace(q @ np.linalg.inv(k) @ q) / 3
            if pair in cut and kind == "dangling" and number == 1:
                k = np.zeros((3, 3))
            bonds.append((end, len(masses), k, q))
            k_sum, q_sum = k_sum + k, q_sum + q
        lower += np.trace(q_sum @ np.linalg.inv(k_sum) @ q_sum) / 3
        masses.append(MASS_O)
    size = 3 * len(masses)
    force, charge = np.zeros((size, size)), np.zeros((3, size))
    for i, j, k, q in bonds:
        si, sj = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        force[si, si] += k
        force[sj, sj] += k
        force[si, sj] -= k
        force[sj, si] -= k
        charge[:, sj] += q
        charge[:, si] -= q
    return force, charge, np.repeat(masses, 3), lower, upper


def alpha_static(model):
    force, charge = model[:2]
    inverse = np.linalg.pinv(force, rcond=1e-10, hermitian=True)
    return np.trace(charge @ inverse @ charge.T) / 3


def mode_sum(model, masses=None):
    """Wavenumbers (1/cm), squared mode charges / 3, contributions."""
    force, charge = model[:2]
    root = np.sqrt(model[2] if masses is None else masses)
    values, vectors = np.linalg.eigh(force / np.outer(root, root))
    assert np.all(np.abs(values[:3]) < 1e-8) and values[3] > 1e-3
    values, vectors = values[3:], vectors[:, 3:]
    strength = np.sum(((charge / root) @ vectors)**2, axis=0) / 3
    waves = np.sqrt(values / AMU) / (2 * np.pi * const.c) / 100
    return waves, strength, strength / values


def permittivity(alpha, density):
    return alpha * const.e**2 * density / (8 * const.epsilon_0)


silica = build()
alpha_silica = alpha_static(silica)
waves, strength, parts = mode_sum(silica)
assert np.isclose(parts.sum(), alpha_silica, rtol=1e-9)
other_masses = np.repeat(rng.uniform(5, 60, len(silica[2]) // 3), 3)
assert np.isclose(mode_sum(silica, other_masses)[2].sum(), alpha_silica,
                  rtol=1e-9)
assert silica[3] <= alpha_silica <= silica[4]
straight = build(angle=np.pi)
assert np.isclose(alpha_static(straight), straight[3], rtol=1e-9)

cuts = [tuple(enumerate(p)) for p in itertools.permutations(range(4))]
k_m, q_m = tensors(axes[2], BOND_M)
alpha_methyl = np.trace(q_m @ np.linalg.inv(k_m) @ q_m) / 3
film_values, stripped_values, dangling_values = [], [], []
film_lower, film_upper = [], []
for cut in cuts:
    film = build(cut)
    value = alpha_static(film)
    stripped = alpha_static(build(cut, "stripped"))
    dangling = alpha_static(build(cut, "dangling"))
    assert np.isclose(value, stripped + 8 * alpha_methyl, rtol=1e-9)
    assert film[3] <= value <= film[4]
    assert dangling > alpha_silica
    assert value < alpha_silica
    film_values.append(value)
    stripped_values.append(stripped)
    dangling_values.append(dangling)
    film_lower.append(film[3])
    film_upper.append(film[4])
alpha_film = np.mean(film_values)
alpha_stripped = np.mean(stripped_values)

# Equation of motion after a field is switched on must settle to alpha.
film = build(cuts[1])
force, charge, masses = film[:3]
n = len(masses)
settled = 0.0
generator = np.zeros((2 * n + 3, 2 * n + 3))
generator[:n, n:2 * n] = np.eye(n)
generator[n:2 * n, :n] = -force / masses[:, None]
generator[n:2 * n, n:2 * n] = -0.5 * np.eye(n)
generator[n:2 * n, 2 * n:] = charge.T / masses[:, None]
late = expm(200.0 * generator)[:n, 2 * n:]
settled = np.trace(charge @ late) / 3
assert np.isclose(settled, film_values[1], rtol=1e-5)

# Methyl charge factor at which replacement stops lowering the response.
break_even = np.sqrt((alpha_silica - alpha_stripped) / (8 * alpha_methyl))
rebuilt = np.mean([alpha_static(build(c, methyl_scale=break_even))
                   for c in cuts])
assert np.isclose(rebuilt, alpha_silica, rtol=1e-9)

eps_silica = permittivity(alpha_silica, density_silica)
eps_fixed = permittivity(alpha_film, density_silica)
eps_film = permittivity(alpha_film, density_film)
ratio_response = alpha_film / alpha_silica
ratio_density = density_film / density_silica
dilution_share = np.log(ratio_density) / np.log(eps_film / eps_silica)

# ---------- sizes of neglected effects ----------


def mossotti(eps):
    return (eps - 1) / (eps + 2)


local_ionic = mossotti(eps_el_silica + eps_silica) - mossotti(eps_el_silica)
local_total = mossotti(eps_el_film) + local_ionic * eps_film / eps_silica
eps_feedback = (1 + 2 * local_total) / (1 - local_total) - eps_el_film
eps_hydrogen = permittivity(8 * alpha_three_h, density_film)
water_density, water_debye, temperature = 0.5e27, 1.9, 300.0
water_dipole = water_debye * 1e-21 / const.c
eps_water = (water_density * water_dipole**2
             / (3 * const.epsilon_0 * const.k * temperature))

# ---------- output ----------


def row(values, digits=3):
    return " ".join(f"{v:.{digits}f}" for v in values)


print("RHF/6-31G*, fixed geometries, isolated molecules")
print("Si-O, Si-H, Si-C, C-H lengths (angstrom):",
      row([length_sio, length_sih, length_sic, length_ch], 2))
print(f"Si-O-Si angle, molecule and network: {np.degrees(bridge_angle):.0f} deg")
print("O charge: Si-Si axis, bisector, normal (e):", row(np.diag(charge_o)))
print("O stiffness, same directions (N/m):", row(stiff_o, 0))
print("CH3 charge: across, across, along Si-C (e):", row(np.diag(charge_m)))
print("CH3 stiffness, same directions (N/m):", row(stiff_m, 0))
print(f"CH3 charge along, from energies: {charge_from_energy:.3f} e")
print(f"Sum of squared charges, O: {square_o:.3f} e^2")
print(f"Sum of squared charges, two CH3: {2 * square_m:.3f} e^2")
print(f"Clamped alpha, molecular O: {1e3 * alpha_mol_o:.2f} e^2 mm/N")
print(f"Clamped alpha, two molecular CH3: {2e3 * alpha_mol_m:.2f} e^2 mm/N")
print("Network model, round parameters")
print("Si-O bond k along, across (N/m):", row(BOND_O[:2], 0))
print("Si-O bond q along, across (e):", row(BOND_O[2:], 2))
print("Si-CH3 bond k along, across (N/m):", row(BOND_M[:2], 0))
print("Si-CH3 bond q along, across (e):", row(BOND_M[2:], 2))
print("Si density, silica and film (1/nm^3):",
      row([density_silica / 1e27, density_film / 1e27], 0))
print("Electronic permittivity, silica and film:",
      row([eps_el_silica, eps_el_film], 1))
print(f"Silica mode range: {waves.min():.0f} to {waves.max():.0f} 1/cm")
for low, high in ((0, 600), (600, 900), (900, 2000)):
    band = (waves >= low) & (waves < high)
    print(f"Band {low}-{high} 1/cm: squared-charge share "
          f"{100 * strength[band].sum() / strength.sum():.1f} %, "
          f"eps_ion {permittivity(parts[band].sum(), density_silica):.3f}")
print(f"Alpha per cell, silica: {1e3 * alpha_silica:.2f} e^2 mm/N")
print("Its lower and upper bounds (e^2 mm/N):",
      row([1e3 * silica[3], 1e3 * silica[4]], 2))
print(f"Alpha per cell, 4 bridges stripped: {1e3 * alpha_stripped:.2f} e^2 mm/N")
print(f"Alpha of one methyl: {1e3 * alpha_methyl:.3f} e^2 mm/N")
print(f"Alpha per cell, methyl film: {1e3 * alpha_film:.2f} e^2 mm/N")
print("Its mean lower and upper bounds (e^2 mm/N):",
      row([1e3 * np.mean(film_lower), 1e3 * np.mean(film_upper)], 2))
print("Range over 24 placements (e^2 mm/N):",
      row([1e3 * min(film_values), 1e3 * max(film_values)], 2))
print(f"eps_ion, silica: {eps_silica:.3f}")
print(f"eps_ion, methyl film at silica Si density: {eps_fixed:.3f}")
print(f"eps_ion, methyl film at film Si density: {eps_film:.3f}")
print(f"Static permittivity, silica: {eps_el_silica + eps_silica:.2f}")
print(f"Static permittivity, film: {eps_el_film + eps_film:.2f}")
print(f"Response per Si, film/silica: {ratio_response:.3f}")
print(f"Si density, film/silica: {ratio_density:.3f}")
print(f"Dilution share of log reduction: {100 * dilution_share:.1f} %")
print(f"Break-even factor on methyl charges: {break_even:.3f}")
print("Break-even methyl q along, across (e):",
      row([break_even * q for q in BOND_M[2:]], 3))
print(f"Dangling O, charge kept: response/silica "
      f"{np.mean(dangling_values) / alpha_silica:.3f}")
print("Neglected effects, film")
print(f"eps_ion with local-field feedback: {eps_feedback:.3f}")
print(f"Added eps, methyl H motion: {eps_hydrogen:.4f}")
print(f"Water: {water_density / 1e27:.1f} 1/nm^3, {water_debye:.1f} D, "
      f"{temperature:.0f} K")
print(f"Added eps, freely turning water: {eps_water:.3f}")
print("verified")
```

Output:

```
RHF/6-31G*, fixed geometries, isolated molecules
Si-O, Si-H, Si-C, C-H lengths (angstrom): 1.63 1.48 1.87 1.09
Si-O-Si angle, molecule and network: 145 deg
O charge: Si-Si axis, bisector, normal (e): -2.663 -0.894 -0.845
O stiffness, same directions (N/m): 1029 166 88
CH3 charge: across, across, along Si-C (e): -0.251 -0.251 -0.386
CH3 stiffness, same directions (N/m): 62 62 340
CH3 charge along, from energies: -0.386 e
Sum of squared charges, O: 8.606 e^2
Sum of squared charges, two CH3: 0.551 e^2
Clamped alpha, molecular O: 6.60 e^2 mm/N
Clamped alpha, two molecular CH3: 1.65 e^2 mm/N
Network model, round parameters
Si-O bond k along, across (N/m): 400 50
Si-O bond q along, across (e): -1.10 -0.65
Si-CH3 bond k along, across (N/m): 300 30
Si-CH3 bond q along, across (e): -0.60 -0.30
Si density, silica and film (1/nm^3): 22 12
Electronic permittivity, silica and film: 2.1 1.9
Silica mode range: 188 to 1096 1/cm
Band 0-600 1/cm: squared-charge share 22.1 %, eps_ion 1.032
Band 600-900 1/cm: squared-charge share 3.7 %, eps_ion 0.059
Band 900-2000 1/cm: squared-charge share 74.2 %, eps_ion 0.501
Alpha per cell, silica: 199.70 e^2 mm/N
Its lower and upper bounds (e^2 mm/N): 184.95 212.53
Alpha per cell, 4 bridges stripped: 153.03 e^2 mm/N
Alpha of one methyl: 2.400 e^2 mm/N
Alpha per cell, methyl film: 172.23 e^2 mm/N
Its mean lower and upper bounds (e^2 mm/N): 157.91 178.60
Range over 24 placements (e^2 mm/N): 170.54 173.81
eps_ion, silica: 1.592
eps_ion, methyl film at silica Si density: 1.373
eps_ion, methyl film at film Si density: 0.749
Static permittivity, silica: 3.69
Static permittivity, film: 2.65
Response per Si, film/silica: 0.862
Si density, film/silica: 0.545
Dilution share of log reduction: 80.4 %
Break-even factor on methyl charges: 1.559
Break-even methyl q along, across (e): -0.935 -0.468
Dangling O, charge kept: response/silica 1.491
Neglected effects, film
eps_ion with local-field feedback: 0.558
Added eps, methyl H motion: 0.0067
Water: 0.5 1/nm^3, 1.9 D, 300 K
Added eps, freely turning water: 0.183
verified
```
